# Exponential removal of a tracer impulse from a perfectly mixed reactor

A reactor holds $1.0\times10^{27}$ Å$^3$ of gas, and a pump removes $4.0\times10^{27}$ Å$^3$ every second. At one instant $1.0\times10^{18}$ tracer molecules are added. After 1.25 s the pump has removed five times the volume of the reactor, yet about $6.7\times10^{15}$ tracer molecules, 0.67 % of those added, are still inside.

If fresh gas pushed the old gas ahead of it as a plug, without mixing and at the same speed over the whole cross-section, one reactor volume would be enough to clear the vessel. Here the fresh gas mixes with the old, and part of what leaves is gas that has just entered. The fraction left is

$$
\frac{N(t)}{N_0}=e^{-t/T},\qquad T=\frac VQ ,
$$

where $N_0$ is the number of molecules injected at $t=0$, $N(t)$ the number remaining, $V$ the reactor volume and $Q$ the volumetric outflow. In the example $T=0.25$ s, so 1.25 s is $5T$ and the fraction left is $e^{-5}=0.0067$.

## Assumptions and units

The volume $V$ is fixed. The outflow $Q$ is constant and is measured at the pressure and temperature inside the reactor. The tracer neither reacts nor sticks to the walls, and none enters after the injection. The injection is short compared with $T$. Perfect mixing means that the tracer concentration is the same throughout the reactor, the outlet included, at every moment.

The symbol $T$ is a time throughout. Temperature enters as the thermal energy $\theta$, which is $k_B$ times the temperature. In atomic units with $k_B=1$, the ideal-gas law reads $p=n\theta$, where $n$ is the number of molecules per volume. Numbers are given in eV, angstrom and seconds.

## First derivation: a balance of molecules

During a short time $dt$, a gas volume $Q\,dt$ leaves. If the tracer concentration at the outlet is $c_{\rm out}$, this gas carries away $c_{\rm out}Q\,dt$ tracer molecules. None enters, so

$$
dN=-c_{\rm out}Q\,dt .
$$

The minus sign records a loss. This equation does not yet determine $N(t)$, because $c_{\rm out}$ is unknown. Perfect mixing supplies it: the outlet concentration equals the average concentration, $c_{\rm out}=N/V$. Hence

$$
\frac{dN}{dt}=-\frac QV N=-\frac NT .
$$

The ratio $V/Q$ has the unit of volume divided by volume per time, which is time. To solve the equation, multiply it by $e^{t/T}$ and bring both terms to the left:

$$
e^{t/T}\frac{dN}{dt}+\frac1T e^{t/T}N=0 .
$$

By the product rule the left side is the derivative of $Ne^{t/T}$. That product is therefore constant, and at $t=0$ it equals $N_0$. Thus $Ne^{t/T}=N_0$, or

$$
N(t)=N_0e^{-t/T}.
$$

The removal slows down because the outflow carries ever fewer tracer molecules per volume. The pump moves the same volume in each second; the gas it moves becomes cleaner.

### An injection of finite duration

A real injection lasts for some time $w$. Let the tracer enter at the uniform rate $N_0/w$ from $t=0$ to $t=w$, into a reactor that held none before. While the feed is on,

$$
\frac{dN}{dt}=\frac{N_0}{w}-\frac NT .
$$

Multiplication by $e^{t/T}$ now gives

$$
\frac{d}{dt}\left(Ne^{t/T}\right)=\frac{N_0}{w}e^{t/T}.
$$

Integrate from 0 to $w$, with $N(0)=0$:

$$
N(w)e^{w/T}=\frac{N_0T}{w}\left(e^{w/T}-1\right).
$$

After the feed stops, the earlier solution applies with starting time $w$, so $N(t)=N(w)e^{-(t-w)/T}=N(w)e^{w/T}e^{-t/T}$. Inserting the previous line gives, for $t\ge w$,

$$
N(t)=gN_0e^{-t/T},\qquad
g=\frac Tw\left(e^{w/T}-1\right).
$$

The exponential series gives $g=1+w/(2T)+w^2/(6T^2)+\dots$, so $g\to1$ as $w\to0$. This is the precise sense in which an injection may be called an impulse.

For $w=0.05$ s, $w/T=0.2$ and $g=1.107$; the first-order estimate is 1.100. At $t=2T$ the fraction left is $1.107\times0.1353=0.1498$, against 0.1353 for the ideal impulse. After the pulse the decay time is the same, and the curve lies 10.7 % above that of the ideal impulse.

Most of this increase is a matter of where the clock starts. Taking $e^{w/(2T)}$ out of $g$ leaves

$$
g=e^{w/(2T)}\,\frac{\sinh[w/(2T)]}{w/(2T)}
 =e^{w/(2T)}\left(1+\frac{w^2}{24T^2}+\dots\right).
$$

The first factor is removed by counting time from the middle of the pulse. What then remains is a relative correction of about $0.2^2/24=0.0017$.

## Second derivation: the chance that a molecule survives

The same law follows from chance, with no differential equation. Divide the reactor gas into $M$ parcels of equal volume $v=V/M$. Let the outflow proceed in steps: one parcel leaves, an equal volume of fresh gas enters, and the contents are mixed again. Perfect mixing now means that a given tracer molecule is equally likely to be in any parcel, whatever happened before.

The chance that the molecule leaves in one step is $1/M$, and the chance that it stays is $1-1/M$. Because each step is independent of the earlier ones, the chances multiply. After $k$ steps the survival probability is

$$
S_k=\left(1-\frac1M\right)^k .
$$

The number of steps in time $t$ is the volume removed divided by the parcel volume:

$$
k=\frac{Qt}{v}=\frac{MQt}{V}=M\frac tT .
$$

Take the logarithm of $S_k$ and use $\ln(1-x)=-x-x^2/2-\dots$ with $x=1/M$:

$$
\ln S_k=M\frac tT\left(-\frac1M-\frac1{2M^2}-\dots\right)
=-\frac tT\left(1+\frac1{2M}+\dots\right).
$$

As the parcels are made smaller, $M\to\infty$ and the correction vanishes. The survival probability becomes $S(t)=e^{-t/T}$, and the mean number of survivors among $N_0$ molecules is $N_0S(t)$.

### What the residence time measures

The probability of leaving between $t$ and $t+dt$ is the decrease of $S$ in that interval. The distribution of exit times is therefore

$$
E(t)=-\frac{dS}{dt}=\frac1Te^{-t/T}.
$$

Its mean follows by integration by parts:

$$
\int_0^\infty tE\,dt=\big[-tS\big]_0^\infty+\int_0^\infty S\,dt=0+T=T .
$$

The boundary term vanishes at the lower end because $t=0$, and at the upper end because the exponential falls faster than $t$ grows. So $T$ is the mean residence time, although a fraction $e^{-1}=0.368$ of the molecules stays longer than that.

For a molecule still present at time $t$, the chance of surviving a further time $s$ is $S(t+s)/S(t)=e^{-s/T}$. It does not depend on $t$. A molecule that has been in the reactor for a long time is no closer to leaving than one that has just arrived, since mixing has erased its history.

### Scatter about the mean

The actual number of survivors fluctuates. If mixing places two molecules independently of each other, both survive a step with probability $(1-1/M)^2$. After $k=Mt/T$ steps this gives $(1-1/M)^{2k}\to e^{-2t/T}=S^2$, the product of the separate probabilities. For a fixed number of molecules and $M\to\infty$, the survivals are thus independent. Each contributes a variance $S(1-S)$, so the standard deviation of the number left, relative to its mean, is

$$
\frac{\sqrt{N_0S(1-S)}}{N_0S}=\sqrt{\frac{1-S}{N_0S}} .
$$

With $N_0=10^{18}$ and $S=10^{-4}$ this is about $10^{-7}$. The smooth curve is then an excellent description of the count.

A random simulation with 100,000 parcels tests the law without using the differential equation. It marks the original parcels and records when each is replaced. The fractions left at $T$, $2T$, $3T$ and $5T$ are 0.3665, 0.1345, 0.0492 and 0.0065, against 0.3679, 0.1353, 0.0498 and 0.0067 from the formula. At $T$ the difference is 0.0014. Independent parcels would scatter by $\sqrt{0.368\times0.632/100000}=0.0015$. The simulated parcels are not quite independent, because exactly one is replaced in each step: the chance $(1-2/M)^k$ that two given parcels both survive lies below $(1-1/M)^{2k}$ by about $S^2t/(MT)$. Summed over all pairs, this lowers the variance of the fraction left from $S(1-S)/M$ to $[S(1-S)-S^2t/T]/M$. At $T$ the scatter is then 0.0010, and the difference is 1.4 times as large, which is not unusual for a random run. All four simulated values are low, but they come from one run and are not four independent trials.

The mean exit time in the simulation is 0.2492 s, close to $T=0.25$ s. Of the parcels that survive to $T$, a fraction 0.3669 survives to $2T$, as the absence of memory requires. A second reactor with volume $3V$ and outflow $2Q$ should have a residence time of $1.5T=0.375$ s; its simulated mean is 0.3748 s.

## Which volumetric flow belongs in the formula

The supply of carrier gas can be specified by its molecular feed $F$, the number of molecules entering per second. In the steady state before the injection, as many molecules leave as enter. The outflow contains $n=p/\theta$ molecules per volume, so

$$
F=Q\frac p\theta,\qquad Q=\frac{F\theta}{p},\qquad
T=\frac VQ=\frac{pV}{F\theta}.
$$

The example has $F=1.0\times10^{20}$ molecules/s, $\theta=0.040$ eV and $p=1.0\times10^{-9}$ eV/Å$^3$. Hence

$$
Q=\frac{10^{20}\times0.040}{10^{-9}}
=4.0\times10^{27}\ \text{Å}^3/\text{s},
$$

$$
T=\frac{1.0\times10^{27}}{4.0\times10^{27}}\ \text{s}=0.25\ \text{s},
$$

which is $1.03\times10^{16}$ atomic units of time.

The same feed may be stated as the volume it would fill at 0 °C and one atmosphere. This standard flow is $3.72\times10^{24}$ Å$^3$/s. Dividing $V$ by it gives 269 s, about 1075 times too long. The gas in the reactor is far more dilute than at one atmosphere, and also hotter, so the same molecules take up a much larger volume on their way out.

The expression $T=pV/(F\theta)$ must be read with care. If the pressure is held fixed, doubling $F$ doubles $Q$ and halves $T$. If instead the volumetric speed $Q$ at the reactor outlet is fixed, doubling $F$ doubles the steady pressure and leaves $T$ unchanged. A real pump behind a pipe in viscous flow lies between these cases, because the conductance of the pipe grows with pressure: the pressure then rises by less than a factor of two and $T$ falls.

### Does the tracer have to be dilute?

The injection adds a pressure $N_0\theta/V=4.0\times10^{-11}$ eV/Å$^3$, which is 4 % of the carrier pressure. With a pump of fixed volumetric speed, this does not alter the tracer law, because its derivation used $Q$ and not the total pressure. The total number of molecules, $N_{\rm tot}$, obeys

$$
\frac{dN_{\rm tot}}{dt}=F-\frac{N_{\rm tot}}{T}.
$$

Its steady value is $FT$. Subtracting that value shows that the excess $N_{\rm tot}-FT$ obeys the same decay equation as $N$. At constant temperature the added pressure therefore dies away with the same time $T$. If $Q$ itself responds to the pressure, it varies in time and the simple exponential must be replaced.

### A varying outflow

Let the outflow be $Q(t)$. The balance becomes $dN/dt=-Q(t)N/V$. Dividing by $N$ gives $d(\ln N)/dt=-Q(t)/V$, and integration from 0 to $t$ gives

$$
N(t)=N_0\exp\left[-\frac1V\int_0^tQ(t')\,dt'\right].
$$

The exponent is minus the number of reactor volumes that have been removed. Suppose the outflow rises linearly from its initial value $Q$ to $2Q$ during a time $T=V/Q$. The number of volumes removed is

$$
\int_0^T\left(1+\frac{t'}T\right)\frac{dt'}T=1+\frac12=\frac32 ,
$$

and the fraction left is $e^{-3/2}=0.223$, compared with 0.368 for constant outflow.

## How long to purge

In atomic layer deposition, one gas is purged before the next is admitted. To reach a remaining fraction $\varepsilon$, set $e^{-t/T}=\varepsilon$ and take logarithms:

$$
t=T\ln\frac1\varepsilon .
$$

For $\varepsilon=10^{-4}$ the time is $0.25\times9.21=2.30$ s, or $9.52\times10^{16}$ atomic units of time. Each further factor of ten costs $T\ln10=0.58$ s. The mean fraction given by the formula is not zero at any finite time, so a purge needs a stated tolerance. The actual count does reach zero: the last of $10^{18}$ molecules leaves, on average, after about $42T$, or 10.5 s.

This is the time to remove gas from a perfectly mixed reactor, and the example only approaches that limit. Its numbers mean 1 litre at 160 Pa and 464 K with an outflow of 4 litres per second. With nitrogen as carrier the Reynolds number is below about 5, so the flow is laminar and diffusion does the mixing. Estimated diffusion coefficients $D$ of 130 to 320 cm$^2$/s give $L^2/(DT)$ of about 1 to 3 for a vessel of length $L=10$ cm; a one-dimensional model of flow with diffusion then reaches $10^{-4}$ after about $6T$ to $8T$, and after about $2T$ for a tube 50 cm long. In a long, narrow reactor the fresh gas may largely push the old gas ahead of it, and the purge can then be much shorter. A precursor held on the walls may set a longer time. If each adsorbed molecule desorbs at a rate $r$, a fraction $e^{-rt}$ of the adsorbed molecules has not yet left the wall at time $t$, however strong the pump. When $r\ll1/T$, this fraction outlasts the gas-phase exponential. If molecules in the gas adsorb again at a rate $k_a$, the wall empties more slowly still, at a rate of about $r/(1+k_aT)$.

## What imperfect mixing changes

Divide the reactor into two halves, each mixed within itself. Gas enters the first and leaves from the second. Besides the through-flow $Q$, a flow $B$ passes from the second half back to the first, so the forward flow between them is $Q+B$. If the halves contain $N_1$ and $N_2$ tracer molecules, their concentrations are $2N_1/V$ and $2N_2/V$. The balances are

$$
\frac{dN_1}{dt}=\frac2V\left[-(Q+B)N_1+BN_2\right],
$$

$$
\frac{dN_2}{dt}=\frac2V(Q+B)(N_1-N_2).
$$

All the tracer starts in the first half.

Without backflow, $B=0$, the first equation gives $N_1=N_0e^{-2t/T}$. Multiplying the second by $e^{2t/T}$ gives $d(N_2e^{2t/T})/dt=2N_0/T$, so $N_2=N_0(2t/T)e^{-2t/T}$. The total fraction left is

$$
\frac{N_1+N_2}{N_0}=\left(1+\frac{2t}T\right)e^{-2t/T}.
$$

At $T$ this is 0.406, above the perfectly mixed value of 0.368. At $5T$ it is 0.00050, below 0.0067 by a factor of about 13. At the start the tracer leaves more slowly, because it must reach the second half before it can go out, but its tail is shorter.

The mean residence time is nevertheless the same for every $B$. Integrate the second balance over all time. Since $N_2$ is zero at both ends, $\int N_1dt=\int N_2dt$. The sum of the two balances is $d(N_1+N_2)/dt=-(2Q/V)N_2$; its integral gives $N_0=(2Q/V)\int N_2dt$. The mean time is the integral of the surviving fraction, so it equals $2\int N_2dt/N_0=V/Q$. Agreement of the mean time with $V/Q$ therefore does not prove perfect mixing.

For strong exchange the exponential returns. Seek solutions proportional to $e^{-\lambda t}$, and write $b=B/Q$ and $\mu=\lambda T/2$. The balances require

$$
(1+b-\mu)N_1=bN_2,\qquad (1+b-\mu)N_2=(1+b)N_1 .
$$

Multiplying them gives $(1+b-\mu)^2=b(1+b)$. The smaller root is $\mu=1+b-\sqrt{b(1+b)}$. For large $b$ the square root is $b+\tfrac12-1/(8b)+\dots$, so

$$
\lambda T=2\mu=1+\frac1{4b}+\dots
$$

The slow rate tends to $1/T$. The other root gives $\lambda T\approx4b$, a quick equalization of the halves. At $5T$ the computed fractions for $b=1$, 10 and 1000 are 0.0034, 0.0061 and 0.0067, approaching $e^{-5}$. In this model, mixing need not be instantaneous; it must be fast compared with the residence time.

The short tail at weak exchange belongs to this arrangement. A stagnant side pocket of volume $V_d$, exchanging gas at a small rate $q$, acts the other way. Tracer inside it has a chance $e^{-qt/V_d}$ of not yet having left the pocket, which gives a long tail when $q/V_d\ll Q/V$.

## What each derivation assumes

Both derivations need a fixed volume, an inert tracer and perfect mixing, but they use mixing in different forms. The balance uses it as a statement about concentration: the outlet sample has the average composition. The survival argument uses it as a statement about one molecule: its chance of being in the next outgoing parcel does not depend on its past.

The balance treats $N$ as a continuous quantity. It deals easily with a source, as in the finite pulse, but says nothing about scatter. The survival argument works even for a single molecule, for which $e^{-t/T}$ is a probability and not a fraction of a molecule. It also gives the distribution of exit times and the size of the fluctuations. In exchange, it needs the limit of small parcels and independence between steps.

Neither requires constant $Q$ in its essential step. In the balance, a varying $Q$ stays under the integral; in the survival argument, it changes the number of parcels removed in a given time. Constant outflow turns the number of reactor volumes removed into $t/T$, and so gives the exponential in time. The numerical output below lists the values for the example and its variations.

## Calculated quantities

```
Reactor volume V: 1.000e+27 A^3
Reactor pressure p: 1.000e-09 eV/A^3
Thermal energy theta: 0.040 eV
Carrier feed F: 1.000e+20 molecules/s
Injected tracer N0: 1.000e+18 molecules
Pressure added by tracer: 4.000e-11 eV/A^3
Outflow Q at reactor conditions: 4.000e+27 A^3/s
Steady pressure from filling: 1.000000e-09 eV/A^3
Residence time T: 0.2500 s = 1.0335e+16 a.u. of time
Number of simulated parcels: 100000
t = 1 T = 0.25 s: fraction left 0.36788 (formula), 0.36650 (parcels)
  tracer left by formula: 3.679e+17 molecules
t = 2 T = 0.50 s: fraction left 0.13534 (formula), 0.13448 (parcels)
  tracer left by formula: 1.353e+17 molecules
t = 3 T = 0.75 s: fraction left 0.04979 (formula), 0.04919 (parcels)
  tracer left by formula: 4.979e+16 molecules
t = 5 T = 1.25 s: fraction left 0.00674 (formula), 0.00648 (parcels)
  tracer left by formula: 6.738e+15 molecules
Mean exit time from parcels: 0.2492 s
Survivors of T that survive to 2T: 0.3669 (fraction)
Second reactor (3V, 2Q): V/Q = 0.3750 s, parcel mean = 0.3748 s
Target remaining fraction: 1.0e-04 (no unit)
Purge time: 2.3026 s = 9.5192e+16 a.u. of time
Purge time / T: 9.2103 (no unit)
Purge time from integration: 2.3026 s
Pulse duration w: 0.050 s
Finite-pulse factor g: 1.10701 (no unit)
First-order estimate 1+w/(2T): 1.10000 (no unit)
Finite pulse, fraction left at 2T: 0.14982
Ramped outflow, fraction left at T: 0.22313 (integration), 0.22313 (formula)
Two-zone reactor, fractions left and mean residence time:
  B/Q = 0: at T 0.40601, at 5T 0.000499, mean 0.2500 s
  B/Q = 1: at T 0.37383, at 5T 0.003449, mean 0.2500 s
  B/Q = 10: at T 0.36799, at 5T 0.006127, mean 0.2500 s
  B/Q = 1000: at T 0.36788, at 5T 0.006731, mean 0.2500 s
Standard thermal energy: 0.02354 eV
Standard pressure: 6.3242e-07 eV/A^3
Flow at standard conditions: 3.7219e+24 A^3/s
Wrong time from standard flow: 268.68 s
Wrong time / T: 1074.7 (no unit)
```
